# Liechtenstein exchange couplings and total energies of the mean-field Hubbard dimer

## 1. Definitions and conventions

The reference is a collinear mean-field or spin-density-functional solution in an orthonormal basis of site blocks. Spin-orbit coupling is absent and the spin-independent Hamiltonian $h$ is real. The potential on site $i$ is

$$V_i=v_i-\tfrac12\Delta_i\,\mathbf e_i\cdot\boldsymbol\sigma ,$$

where $v_i$ and $\Delta_i$ are real symmetric orbital matrices and $\mathbf e_i$ is a unit vector. In the reference $\mathbf e_i=s_i\hat z$, with $s_i=\pm1$. Thus $\Delta_i$ is the splitting in the local spin frame, and in the global frame $V_i^\uparrow-V_i^\downarrow=-s_i\Delta_i$.

The resolvent is $G(z)=(z-H)^{-1}$, with blocks $G_{ij}^{\sigma}$ for spin $\sigma$. The spin density matrix in the local frame is $M_i=s_i(\rho^\uparrow-\rho^\downarrow)_{ii}$. With one orbital per site, $M_i$ is the moment $m_i>0$ in Bohr magnetons for $g=2$.

The spin model counts each pair twice:

$$E=-\sum_{i\ne j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j ,\tag{1}$$

so $J_{ij}>0$ favours parallel moments. If each pair is counted once, the coupling is $2J_{ij}$. If the global splittings $-s_i\Delta_i$ replace $\Delta_i$ in the formula below, the result is $s_is_jJ_{ij}$, whose sign tells whether the pair supports the reference order under rotations of the exchange fields.

The result to be derived is

$$J_{ij}=\frac1{4\pi}\,\mathrm{Im}\int_{-\infty}^{\mu}d\varepsilon\,
\mathrm{Tr}\big[\Delta_iG_{ij}^{\uparrow}\Delta_jG_{ji}^{\downarrow}\big],\qquad G=G(\varepsilon+i0).\tag{2}$$

It describes small rotations of the exchange *fields*. The energy at prescribed directions of the *moments* has a different curvature in general, derived in Section 4.

## 2. Why a band energy appears

For the Hubbard interaction in mean field, with charges $n_i$ and moment vectors $\mathbf m_i$,

$$E_{\rm int}=\frac U4\sum_i(n_i^2-|\mathbf m_i|^2),\qquad
V_i=\frac U2n_i-\frac U2\mathbf m_i\cdot\boldsymbol\sigma .$$

Hence $\Delta_i=Um_i$. The Harris-type energy of an input density is the sum of occupied levels in the input potential, minus $\mathrm{Tr}\,V_{\rm in}\rho_{\rm in}$, plus $E_{\rm int}[\rho_{\rm in}]$. Here

$$-\mathrm{Tr}\,V_{\rm in}\rho_{\rm in}+E_{\rm int}=-\frac U4\sum_i(n_i^2-|\mathbf m_i|^2),$$

which depends on charges and moment lengths alone. If the input moments are rotated rigidly, this term stays fixed and the Harris energy changes by the band energy alone. The same holds for a local spin-density functional when the magnetization in each site region is rotated rigidly, because that functional depends on $n(\mathbf r)$ and $|\mathbf m(\mathbf r)|$. A functional with magnetization gradients needs separate treatment at the region boundaries.

The Harris energy is not the total energy of a state with prescribed moments. The output moments need not follow the rotated fields, and the mismatch can be of first order in the angle. An energy error quadratic in the mismatch is then of second order in the angle, the same order as the exchange energy.

## 3. Second variation of the band energy

**Expansion.** Let $N(\varepsilon)$ be the number of levels below $\varepsilon$. Since $\mathrm{Im}\ln(\varepsilon-\varepsilon_n+i0)$ is $\pi$ for $\varepsilon<\varepsilon_n$ and zero for $\varepsilon>\varepsilon_n$,

$$N(\varepsilon)=\mathrm{const}-\frac1\pi\mathrm{Im}\,\mathrm{Tr}\ln(\varepsilon+i0-H).$$

The zero-temperature band grand potential is $\Omega=\sum_{\varepsilon_n<\mu}(\varepsilon_n-\mu)=-\int^\mu N\,d\varepsilon$. For a perturbation $\delta V$, the change of the logarithm is $\mathrm{Tr}\ln(1-G\delta V)=-\mathrm{Tr}\,G\delta V-\frac12\mathrm{Tr}\,G\delta VG\delta V-\dots$, so

$$\delta\Omega=-\frac1\pi\mathrm{Im}\int^\mu d\varepsilon\,
\mathrm{Tr}\big[G\delta V+\tfrac12G\delta VG\delta V\big]+\dots\tag{3}$$

A spin rotation by $\pi$ about $z$ reverses all transverse tilts, so the particle number has no linear change. At fixed $N$ the chemical potential therefore shifts at second order. Because $\Omega+\mu N$ is stationary in $\mu$, this shift does not affect the second-order energy.

**Rotation.** Tilt the fields in the $xz$ plane:

$$\mathbf e_i=\big(u_i,0,s_i(1-u_i^2/2)\big),\qquad
\delta V_i=-\tfrac12\Delta_i\big(u_i\sigma_x-\tfrac12s_iu_i^2\sigma_z\big).$$

By rotation symmetry about $z$, the other transverse plane gives the same result. The two planes do not mix at second order: since $h$, $v_i$ and $\Delta_i$ are real, complex conjugation of the Hamiltonian reverses all $y$ tilts and leaves the levels unchanged, which excludes products of an $x$ tilt and a $y$ tilt.

Since $\rho=-\pi^{-1}\mathrm{Im}\int^\mu G\,d\varepsilon$, the $\sigma_z$ part contributes through the first term of (3):

$$\mathrm{Tr}\,\rho\,\delta V=\frac14\sum_iu_i^2\,\mathrm{Tr}\,\Delta_iM_i .$$

The $\sigma_x$ part contributes through the second term:

$$-\frac1{8\pi}\sum_{ij}u_iu_j\,\mathrm{Im}\int^\mu d\varepsilon\,
\mathrm{Tr}\big[\Delta_iG_{ij}^\uparrow\Delta_jG_{ji}^\downarrow+\Delta_iG_{ij}^\downarrow\Delta_jG_{ji}^\uparrow\big].$$

The two traces are equal: transpose one of them and use $\Delta_i^T=\Delta_i$ and $(G_{ij}^\sigma)^T=G_{ji}^\sigma$. With definition (2), extended to $i=j$, this part is $-\sum_{ij}J_{ij}u_iu_j$. Therefore

$$\delta\Omega=\sum_iu_i^2\,\tfrac14\mathrm{Tr}\,\Delta_iM_i-\sum_{ij}J_{ij}u_iu_j .\tag{4}$$

**Sum rule.** From $G^\uparrow-G^\downarrow=G^\uparrow(V^\uparrow-V^\downarrow)G^\downarrow$,

$$(G^\uparrow-G^\downarrow)_{ii}=-\sum_jG_{ij}^\uparrow s_j\Delta_jG_{ji}^\downarrow .$$

Multiply by $-s_i\Delta_i/(4\pi)$, take the trace and integrate the imaginary part:

$$\sum_js_is_jJ_{ij}=\tfrac14\mathrm{Tr}\,\Delta_iM_i ,\tag{5}$$

with $j=i$ included. Inserting (5) in (4) cancels the $J_{ii}$ terms:

$$\delta\Omega=\tfrac12u^TAu,\quad A_{ij}=-2J_{ij}\ (i\ne j),\quad
A_{ii}=2\sum_{j\ne i}s_is_jJ_{ij}.\tag{6}$$

Expansion of (1) with $\mathbf e_i\cdot\mathbf e_j=s_is_j(1-u_i^2/2-u_j^2/2)+u_iu_j$ gives this same quadratic form, which completes the derivation of (2). A global rotation has $u_i=\theta s_i$, and $As=0$ shows that it costs no energy.

**Evaluation.** Let $F(z)$ be the trace in (2). For $\mu$ in a gap, $F$ is analytic in the upper half-plane and decays at least as $z^{-2}$. The path along the real axis can be turned onto the vertical line through $\mu$:

$$\int_{-\infty}^{\mu}F(\varepsilon+i0)\,d\varepsilon=-i\int_0^\infty F(\mu+i\omega)\,d\omega .$$

Since $F(z^*)=F(z)^*$, taking the imaginary part gives

$$J_{ij}=-\frac1{8\pi}\int_{-\infty}^{\infty}d\omega\,F(\mu+i\omega).\tag{7}$$

The integrand is smooth on this line. Equation (5) and $As=0$ test different things. The second holds by construction once $A$ is built from (6), whereas the first tests that the couplings, Green functions and spin density matrix are mutually consistent. It is an identity for any splittings and any $\mu$ used alike on both sides, so it does not test self-consistency or the filling.

## 4. From field rotations to moment rotations

Take one orbital per site and set $D=\mathrm{diag}(\Delta_im_i)$. Write the field as $\mathbf b_i=\Delta_i\mathbf e_i$, so that the Hamiltonian contains $-\frac12\mathbf b_i\cdot\boldsymbol\sigma$ and $\partial\Omega/\partial\mathbf b_i=-\frac12\mathbf m_i$. Let the output moment tilt by $w_i$, that is $m_{ix}=m_iw_i$ and $m_{iz}=s_im_i$ to first order. Then

$$(Au)_i=\frac{\partial\Omega}{\partial u_i}
=-\tfrac12\Delta_i(m_{ix}-s_iu_im_{iz})=\tfrac12D_{ii}(u_i-w_i),$$

or

$$w=(1-2D^{-1}A)\,u .\tag{8}$$

The band energy thus has a torque precisely when the moment fails to follow its field.

Now prescribe the moment tilts $w$ and let transverse constraining fields produce them. The Legendre transform of the band energy gives the kinetic functional $T$, including the one-body energy, with $dT=\frac12\sum_i\mathbf b_i\cdot d\mathbf m_i-\sum_iv_i\,dn_i$. Rotation of a moment leaves $E_{\rm int}$ unchanged. Charges and moment lengths are relaxed, so their variations do not contribute to the first derivative of the constrained energy. With $\partial\mathbf m_i/\partial w_i=m_i(1,0,-s_iw_i)$ and $\mathbf b_i=\Delta_i(u_i,0,s_i)$ to first order,

$$\frac{\partial E}{\partial w_i}=\tfrac12D_{ii}(u_i-w_i)=(Au)_i .$$

Spin symmetry makes changes of charge, length and longitudinal field second order in the tilt, so they do not alter this linear relation. Eliminating $u$ through (8) gives $\delta E=\frac12w^T\tilde Aw$ with

$$\tilde A=A(1-2D^{-1}A)^{-1}=(1-2AD^{-1})^{-1}A .\tag{9}$$

For $A$ small compared with $D$, $\tilde A=A+2AD^{-1}A+\dots$. The Liechtenstein matrix is then the leading term of the total-energy curvature as a whole, but not element by element: a weak distant coupling $A_{ik}$ can be of the same order as the term $2A_{ij}A_{jk}/D_{jj}$ built from two stronger ones (Section 7). The expansion is poor for weak moments or strong intersite coupling. Several orbitals per site require a decision about which moment operator is constrained; (9) does not cover that case, although (2) does.

## 5. The half-filled Hubbard dimer

Two sites with hopping $-t$, $t>0$, and repulsion $U$ contain two electrons. Each site has charge one, and the constant potential $U/2$ is absorbed in the energy zero, so $\mu=0$. Let both fields have strength $a=\Delta/2$ and enclose the angle $\phi$. Choose $x$ along their sum. With Pauli matrices $\boldsymbol\tau$ for the sites,

$$H=-t\tau_x-a_x\sigma_x-a_z\tau_z\sigma_z,\quad
a_x=a\cos(\phi/2),\quad a_z=a\sin(\phi/2).$$

The product $\tau_x\sigma_x$ commutes with $H$. In the sector where it equals $\kappa=\pm1$, $\tau_x=\kappa\sigma_x$ and

$$H_\kappa=-(a_x+\kappa t)\sigma_x-a_z\tau_z\sigma_z .$$

The two operators anticommute and square to one, so the levels are $\pm p_\kappa$ with

$$p_\kappa=\sqrt{a^2+t^2+2\kappa at\cos(\phi/2)} .$$

One level is occupied in each sector, and $E_{\rm band}=-(p_++p_-)$.

**Antiferromagnetic reference.** At $\phi=\pi$ both $p_\kappa$ equal $R=\sqrt{a^2+t^2}$. From $\partial E_{\rm band}/\partial a=-2m$, $m=a/R$. Self-consistency, $a=Um/2$, gives $R=U/2$ and

$$m^2=q,\qquad q=1-\frac{4t^2}{U^2},\qquad U>2t .$$

For small $x=2at\cos(\phi/2)$, $\sqrt{R^2+x}+\sqrt{R^2-x}=2R-x^2/(4R^3)+\dots$. Hence

$$E_{\rm band}=-2R+\frac{a^2t^2}{R^3}\cos^2\frac\phi2+\dots,\qquad
\cos^2\frac\phi2=\frac{1+\mathbf e_1\cdot\mathbf e_2}{2}.$$

Comparison with $-2J\,\mathbf e_1\cdot\mathbf e_2$ yields

$$J_{\rm AF}=-\frac{a^2t^2}{4R^3}=-\frac{t^2}{2U}\,q .\tag{10}$$

Equation (7) gives the same value. Here $G_{12}^\uparrow=G_{12}^\downarrow=-t/(z^2-R^2)$, and $\int d\omega\,(\omega^2+R^2)^{-2}=\pi/(2R^3)$, so $J=-\Delta^2t^2/(16R^3)$ with $\Delta=2a$.

**Ferromagnetic reference.** For $U>2t$ the state with $m=1$ and $a=U/2>t$ is self-consistent. At small $\phi$, $p_\pm^2=(a\pm t)^2\mp at\phi^2/4$, hence

$$E_{\rm band}=-2a-\frac{at\phi^2}{8}\left(\frac1{a-t}-\frac1{a+t}\right)
=-2a-\frac{at^2\phi^2}{4(a^2-t^2)} .$$

Since $-2J\cos\phi=-2J+J\phi^2+\dots$,

$$J_{\rm FM}=-\frac{at^2}{4(a^2-t^2)}=-\frac{t^2}{2U}\,\frac1q .\tag{11}$$

The negative sign shows that this stationary state is unstable against relative rotation.

**Total energy at prescribed moment angle.** In the two sectors the occupied states have unit vectors $\mathbf P=(\cos\alpha,\sin\alpha)$ and $\mathbf Q=(\cos\beta,\sin\beta)$, whose components are the expectation values of $\sigma_x$ and $\tau_z\sigma_z$. Site 1 has moment $(\mathbf P+\mathbf Q)/2$; site 2 has the same $x$ and the opposite $z$ component. Put $\eta=(\alpha+\beta)/2$ and $\delta=(\beta-\alpha)/2$. The moment length is $\cos\delta$ and its angle from $x$ is $\eta$, so $\eta=\phi/2$, where $\phi$ now denotes the angle between the moments. The hopping energy is $-t(P_x-Q_x)=-2t\sin\eta\sin\delta$, and

$$E=-2t\sin\frac\phi2\,\sin\delta+\frac U2\sin^2\delta .$$

On the magnetic branch, $\cos\delta\ne0$, stationarity requires $\sin\delta=(2t/U)\sin(\phi/2)$. Thus

$$E(\phi)=-\frac{t^2}{U}(1-\cos\phi),\qquad
m(\phi)^2=1-\frac{4t^2}{U^2}\sin^2\frac\phi2 .\tag{12}$$

In this model and on this branch, the energy has Heisenberg form at every angle, although the moment length changes. Its coupling is

$$J_{\rm tot}=-\frac{E_{\rm FM}-E_{\rm AF}}4=-\frac{t^2}{2U}.$$

The branch is not claimed to be the lowest state for every $U$: a nonmagnetic solution with energy $U/2-2t$ lies below the ferromagnet when $U<4t$.

**Closing the gap.** For the antiferromagnet, the relative rotation $u\propto(1,1)$ has $A$-eigenvalue $-4J_{\rm AF}=2t^2q/U$, while $D=Uq$. The factor in (8) is $1-4t^2/U^2=q$: moments tilt less than fields. For the ferromagnet, $u\propto(1,-1)$ has eigenvalue $4J_{\rm FM}=-2t^2/(Uq)$, $D=U$, and the factor is $1+4t^2/(U^2q)=1/q$: moments tilt more. Dividing each Liechtenstein coupling by its factor gives $J_{\rm tot}$ in both cases. Also $\sqrt{J_{\rm AF}J_{\rm FM}}=|J_{\rm tot}|$, a property of this dimer.

## 6. Numbers for $U=5t$

Energies are in units of $t$. Here $q=1-4/25=0.84$, $m_{\rm AF}=\sqrt{0.84}=0.9165$, and $t^2/(2U)=0.1$. Therefore

- antiferromagnetic reference: $J_{\rm AF}=-0.1\times0.84=-0.0840$;
- ferromagnetic reference: $J_{\rm FM}=-0.1/0.84=-0.1190$;
- total energies: $J_{\rm tot}=-(0-(-0.4))/4=-0.1000$.

Relative to $J_{\rm tot}$, the magnitudes are 16% too small and 19% too large. The calculated tilt ratios, 0.8400 and 1.1905, remove both errors.

A large rotation tests something else. With the antiferromagnetic field strength held fixed, the band-energy cost of reaching $\phi=0$ is $2R-2a=U(1-m_{\rm AF})=0.417$, close to the total-energy cost 0.400. The Heisenberg model (1) with the Liechtenstein coupling $J_{\rm AF}$ predicts $-4J_{\rm AF}=0.336$. At $\phi=150^\circ$ the three costs are 0.0228 (band), 0.0268 (total) and 0.0225 (Liechtenstein). The near agreement at $\phi=0$ thus does not validate the curvature at $\phi=\pi$.

The discrepancy shrinks with $U$: at $U=20t$, the couplings $-0.02475$ and $-0.02525$ bracket $-0.02500$. At $U=3t$ they are $-0.093$ and $-0.300$, against $-0.167$. As $U\to2t$ from above, (10) tends to zero and (11) diverges, while $J_{\rm tot}$ tends to $-t/4$. Here the leading-order reading of (2) fails completely.

Mean field has its own error. Full diagonalization at $U=5t$ gives a triplet–singlet gap of 0.702, compared with the mean-field difference 0.400. The gap is $(\sqrt{U^2+16t^2}-U)/2$, which tends to $4t^2/U$ at large $U$, twice the mean-field difference $2t^2/U$. A singlet at $-4t^2/U$ and a triplet at zero are the levels of $(4t^2/U)(\mathbf S_1\cdot\mathbf S_2-\frac14)$. In a product state of two spins one half, $\langle\mathbf S_1\cdot\mathbf S_2\rangle=\frac14\cos\phi$, which reproduces (12). At large $U$ the factor two therefore comes from the singlet correlation missing in one determinant.

## 7. A less symmetric case, and use of the formulas

An inequivalent three-site chain tests (9) where no single scale factor suffices. It has $U=6t$, hoppings $t$ and $0.8t$, site energies $0$, $0.4t$, $-0.3t$, and three electrons in an up–down–up reference. The Liechtenstein couplings are $J_{12}=-0.0675t$, $J_{23}=-0.0432t$ and $J_{13}=0.0041t$. For a tilt of site 1 alone,

$$A_{11}=2(-J_{12}+J_{13})=2(0.0675+0.0041)t=0.143t .$$

Equation (9) raises this to $0.1605t$; the constrained total energy gives $0.1605t$. For site 2 the corresponding values are 0.221, 0.2553 and $0.2553t$. Over the six tilt patterns tested, the correction is between about 6% and 15% of the Liechtenstein curvature. The weak coupling $J_{13}$ changes much more. The patterns $(1,0,0)$, $(0,0,1)$ and $(1,0,-1)$ give $\tilde A_{13}=(0.160475+0.101387-0.268431)t/2=-0.0033t$, a coupling $-\tilde A_{13}/2=0.0016t$ in place of $0.0041t$. This does not disappear at large $U$: with hoppings $t$ and $t'$, (7) gives $J_{13}\to\frac32t^2t'^2/U^3$, while $2A_{12}A_{23}/D_{22}\to2t^2t'^2/U^3$ lowers the coupling by $t^2t'^2/U^3$, to one third of the Liechtenstein value. The numerical output below lists them all.

For an implementation, the order of operations is:

1. Converge the collinear reference and form $\Delta_i$ in the local frame.
2. Evaluate (7), including $i=j$, and check (5) site by site.
3. Build $A$ from (6), omitting $J_{ii}$.
4. With one orbital per site, use (9) for energies at prescribed moment directions. Small $2AD^{-1}$ makes the correction small for the dominant couplings only; weak distant couplings can still change by a large factor.

The matrix $\tilde A$ is a curvature about one reference state. It does not by itself establish that the same couplings describe large rotations; the dimer has that property because (12) was derived for all angles.

## Numbers as computed

```
random model: largest Hessian error = 4.7e-07 (model energy unit)
dimer input: t = 1.0 t, U = 5.0 t, electrons = 2
moment per site: AF = 0.916515, FM = 1.000000 (Bohr magnetons, g=2)
exchange splitting: AF = 4.582576 t, FM = 5.000000 t
total energy: AF = -0.400000 t, FM = 0.000000 t
total-energy difference FM - AF = 0.400000 t
LKAG J from AF reference = -0.084000 t
LKAG J from FM reference = -0.119048 t
J from total-energy difference = -0.100000 t
J from constrained curvature: AF = -0.100000 t, FM = -0.100000 t
moment tilt / field tilt: AF = 0.840000, FM = 1.190476
LKAG J / tilt ratio: AF = -0.100000 t, FM = -0.100000 t
geometric mean of |LKAG J| = 0.100000 t
full diagonalization: triplet - singlet = 0.701562 t
angle scan, energies relative to AF in t; m in Bohr magnetons:
phi/deg  band(fixed AF field)  LKAG-Heisenberg  constrained total  m
  180    0.000000              0.000000         0.000000           0.916515
  150    0.022766              0.022508         0.026795           0.922344
  120    0.087801              0.084000         0.100000           0.938083
   90    0.184527              0.168000         0.200000           0.959166
   60    0.292920              0.252000         0.300000           0.979796
   30    0.382123              0.313492         0.373205           0.994627
    0    0.417424              0.336000         0.400000           1.000000
scan over U, couplings in t:
U/t   LKAG(AF)   LKAG(FM)   total difference
 3.0  -0.092593  -0.300000  -0.166667
 5.0  -0.084000  -0.119048  -0.100000
10.0  -0.048000  -0.052083  -0.050000
20.0  -0.024750  -0.025253  -0.025000
chain: hoppings 1-2, 2-3 = 1.0 0.8 t; U = 6.0 t
chain site energies = [ 0.   0.4 -0.3] t
chain moments = [0.943489 0.907232 0.963743] Bohr magnetons
chain LKAG J12, J23, J13 = -0.067540, -0.043165, 0.004089 t
chain curvatures in t/rad^2: pattern, LKAG, corrected, direct
[1, 0, 0]  0.143257  0.160475  0.160469
[0, 1, 0]  0.221410  0.255292  0.255286
[0, 0, 1]  0.094508  0.101387  0.101384
[1, 1, 0]  0.634827  0.730147  0.730067
[0, 1, 1]  0.488580  0.552884  0.552833
[1, 0, -1]  0.254121  0.268431  0.268422
```
